Bands and spin moment of a minimal two-sublattice altermagnet

THE MODEL

A square lattice with lattice constant 1 has two sites in each unit cell: A at (0, 0) and B at (1/2, 1/2). Each site carries one orbital. Electrons move with the following real hopping amplitudes, the same for both spins:

• −t between an A site and each of its four nearest B sites;
• −t1 between sites of the same sublattice one lattice constant apart along x or y;
• on sublattice A, −(t2 + δ) along the diagonal [110] and −(t2 − δ) along the diagonal [1−10];
• on sublattice B, the same two diagonal amplitudes interchanged.

Collinear magnetic order enters as a prescribed staggered exchange energy, −sΔ on A and +sΔ on B, where s = +1 for spin up (↑) and s = −1 for spin down (↓). Take t > 0, δ > 0 and Δ > 0. There is no spin-orbit coupling and no external field, so s is conserved and each spin can be treated separately. Wave vectors are in units of the inverse lattice constant, with kx and ky between −π and π. The Pauli matrices τx and τz act on the pair (A, B), and "moment" means spin moment with g = 2, so that one unpaired electron carries one Bohr magneton μB, counted positive for spin up and negative for spin down (the sign follows the spin; the physical magnetic moment of an electron points opposite to it).


PART (a)

Question. Using Bloch waves whose phases are taken at the true atomic positions, find the 2 × 2 Hamiltonian H_s(k).

Answer. The Bloch wave on sublattice α is the normalized sum of e^(ik·r)|r, s⟩ over its sites r. A matrix element of H_s is then the sum, over all displacements a from a site to its partners, of the hopping amplitude times e^(ik·a).

Between A and B the displacements are (±1/2, ±1/2) with all four sign choices. The sum factorizes:

−t (e^(ikx/2) + e^(−ikx/2)) (e^(iky/2) + e^(−iky/2)) = −4t cos(kx/2) cos(ky/2).

Along x and y within a sublattice, each pair of opposite displacements gives twice a cosine, in total −2t1(cos kx + cos ky).

The diagonals on A give

−2(t2 + δ) cos(kx + ky) − 2(t2 − δ) cos(kx − ky)
= −2t2 [cos(kx + ky) + cos(kx − ky)] − 2δ [cos(kx + ky) − cos(kx − ky)].

The first bracket is 2 cos kx cos ky and the second is −2 sin kx sin ky, so the diagonals contribute

−4t2 cos kx cos ky + 4δ sin kx sin ky.

On B the diagonals are interchanged, which means δ → −δ. The δ term therefore has opposite signs on the two sublattices and multiplies τz. The exchange is −sΔ τz. Collecting terms,

H_s(k) = ε0 + tx τx + h_s τz,  h_s = tz − sΔ,

ε0 = −2t1(cos kx + cos ky) − 4t2 cos kx cos ky,
tx = −4t cos(kx/2) cos(ky/2),
tz = 4δ sin kx sin ky.

Replacing kx by kx + 2π changes the sign of tx, because the phase on B changes sign. The energies depend on tx², as the next part shows, so they have the full periodicity of the reciprocal lattice.


PART (b)

Question. Find the energy bands and the weight of a lower-band state on sublattice A. Can the two bands of one spin touch?

Answer. Since τx and τz anticommute and each squares to the unit matrix, the cross terms cancel in

(H_s − ε0)² = (tx τx + h_s τz)² = tx² + h_s².

The matrix H_s − ε0 has zero trace, so its two eigenvalues are opposite square roots of this number:

E(s, ±) = ε0 ± R_s,  R_s = √[tx² + (tz − sΔ)²].

The projector on the lower state is P = ½[1 − (H_s − ε0)/R_s]: it gives 1 on the eigenvalue −R_s and 0 on +R_s. Its AA element is the required weight,

w_A(s) = ½ (1 − h_s/R_s),

and the weight on B is 1 − w_A(s).

The bands touch only if R_s = 0, which requires tx = 0 and h_s = 0 together. But tx = 0 means that kx or ky lies at the zone boundary ±π. There sin kx sin ky = 0, so tz = 0 and h_s = −sΔ, which is not zero. The bands of one spin are therefore separated at every k. This alone does not make the system an insulator, since ε0 varies with k and could bring the top of the lower bands above the bottom of the upper bands.


PART (c)

Question. Find the spin splitting of each band and all wave vectors at which a spin-up and a spin-down level coincide. Give an upper limit on the splitting and its leading form near k = 0.

Answer. For the lower band define

S = E(↑, −) − E(↓, −) = R↓ − R↑.

For the upper band the corresponding difference is R↑ − R↓ = −S. To expose the zeros, take the difference of squares, in which tx² cancels:

R↓² − R↑² = (tz + Δ)² − (tz − Δ)² = 4Δ tz.

Dividing by R↓ + R↑, which is positive by part (b),

S = 4Δ tz / (R↑ + R↓) = 16 Δ δ sin kx sin ky / (R↑ + R↓).

Thus S vanishes if and only if sin kx sin ky = 0, that is, on the lines

kx = 0,  kx = π,  ky = 0,  ky = π.

A lower level of one spin cannot meet an upper level of the other, because that would require −R↑ = R↓ or −R↓ = R↑ with both radii positive. The four lines are thus the complete set of spin degeneracies. Between them S has the sign of sin kx sin ky: positive in the quadrants where kx and ky have equal signs, negative in the other two. This is a d_xy pattern. Both ingredients are needed, since S = 0 everywhere if either δ or Δ is zero.

For the upper limit, consider f(y) = √(tx² + y²). Its slope y/f(y) has magnitude at most 1, and f depends only on |y|, so |f(a) − f(b)| ≤ | |a| − |b| |. With a = tz + Δ and b = tz − Δ,

|S| ≤ | |tz + Δ| − |tz − Δ| | = 2 min(|tz|, Δ).

The last step follows by cases: for |tz| ≤ Δ the difference of magnitudes is 2tz, and for |tz| > Δ it is ±2Δ. If t were zero, f(y) would equal |y| and the limit would be reached. Hopping between the sublattices mixes the two opposite energy shifts and reduces the splitting.

Near k = 0, tz ≈ 4δ kx ky and both radii tend to √(16t² + Δ²). To leading order in k,

S ≈ 8δΔ kx ky / √(16t² + Δ²).


PART (d)

Question. Find a relation between H↑ and H↓ that holds for δ ≠ 0, and interpret it in real space. Use it to obtain the net moment in thermal equilibrium. Does each sublattice also have zero moment?

Answer. Exchanging the sublattices with τx leaves τx unchanged and reverses τz:

τx H_s(kx, ky) τx = ε0 + tx τx − (tz − sΔ) τz.

Now reverse both kx and s in the original Hamiltonian. Here ε0 and tx are even in kx, and tz is odd:

H_−s(−kx, ky) = ε0 + tx τx + (−tz + sΔ) τz.

The right-hand sides are equal, so

τx H_s(kx, ky) τx = H_−s(−kx, ky).

In real space this is the glide mirror (x, y) → (1/2 − x, y + 1/2) combined with spin reversal. The glide takes A sites to B sites and turns the [110] diagonal into the [1−10] diagonal, which is how the hopping pattern on A is related to that on B. The same argument holds with ky reversed instead of kx.

The relation gives E(s, ±) at (kx, ky) equal to E(−s, ±) at (−kx, ky). On kx = 0 the two points coincide, and on kx = π they differ by a reciprocal lattice vector. These nodal lines are thus imposed by symmetry, and the mirror that reverses ky imposes the other two.

A half-cell translation combined with spin reversal would exchange the sublattices without changing k. It would require tz = −tz, hence δ = 0. In that case the levels are spin-degenerate at every k, as in an ordinary two-sublattice antiferromagnet.

For the moment, let f(E) be the Fermi function. Per unit cell,

M = μB Σ_b ∫ [f(E(↑, b)) − f(E(↓, b))] dkx dky/(4π²),

where b = ± labels the bands and the integral covers the zone. Substituting kx → −kx in the second term turns E(↓, b) into E(↑, b) and leaves the integration region unchanged. The two terms cancel, so

M = 0

at every temperature and chemical potential, in a metal as well as in an insulator.

The proof uses the symmetry and the fact that the occupation depends on energy alone. It does not cover a state driven out of equilibrium, a finite sample whose edges break the glide symmetry (an open flake with equal numbers of A and B sites can carry a small net moment in the metal, and one with unequal numbers carries a moment even in the insulator: with the values of part (e), a flake of 121 A and 100 B sites has 21 μB at μ = 0.10 eV), or a finite system at zero temperature whose last degenerate level is filled unevenly. Spin-orbit coupling that mixes the two spin directions removes the conservation of s, and the argument in this form then does not apply. A spin-orbit term that keeps s does not spoil the proof if it obeys the relation between H↑ and H↓. An example, for order perpendicular to the plane, is s τy cos(kx/2) cos(ky/2)(cos kx − cos ky): conjugation with τx reverses it, and so does reversing kx and s together, so M = 0 still follows.

The sublattice moments need not vanish. The symmetry also exchanges the sublattice weights, so the mean occupations obey n(A↑) = n(B↓) and n(A↓) = n(B↑). Hence the two sublattices hold equal charge and m_A = −m_B. When both lower bands are full and both upper bands empty, the weights of part (b) give

m_A/μB = ⟨w_A(↑) − w_A(↓)⟩ = ½ ⟨(Δ − tz)/R↑ + (Δ + tz)/R↓⟩,

where ⟨…⟩ is the average over the zone. Write g(y) = y/√(tx² + y²), an odd function that increases strictly with y when tx ≠ 0. The bracket is g(Δ − tz) + g(Δ + tz). Since Δ + tz > −(Δ − tz), this sum is positive, and so m_A > 0.


PART (e)

Question. Take the round model values t = 0.25, t1 = 0.05, t2 = 0.02, δ = 0.05 and Δ = 0.50 eV. Evaluate the levels and the splitting at k = (π/2, π/2). Then, for kT = 0.01 eV, discuss the moments at chemical potentials μ = 0.10 eV and μ = −0.60 eV.

Answer. At this point cos kx = cos ky = 0, so ε0 = 0. Since cos²(π/4) = 1/2,

tx = −4 × 0.25 × 1/2 = −0.50 eV,
tz = 4 × 0.05 × 1 = 0.20 eV.

Hence h↑ = 0.20 − 0.50 = −0.30 eV and h↓ = 0.20 + 0.50 = 0.70 eV. The radii are

R↑ = √(0.25 + 0.09) = 0.583 eV,
R↓ = √(0.25 + 0.49) = 0.860 eV.

The levels are ±0.583 eV for spin up and ±0.860 eV for spin down. The lower-band splitting is

S = 0.860 − 0.583 = 0.277 eV = 277 meV,

below the upper limit 2 × 0.20 = 0.40 eV. At (−π/2, π/2) it is −0.277 eV. The weights on A in the lower band are ½(1 + 0.30/0.583) = 0.757 for spin up and ½(1 − 0.70/0.860) = 0.093 for spin down, so the spin-down state lies mostly on B.

A numerical search over the zone gives a largest splitting of 0.295 eV, at kx = ky = 0.577π.

For the occupations, the 2 × 2 matrices were diagonalized on a uniform 400 × 400 mesh of k points. The lower bands end at −0.325 eV and the upper bands begin at 0.510 eV, leaving a gap of 0.835 eV.

At μ = 0.10 eV the system is an insulator with 2 electrons per cell, m_A = 0.771 μB and m_B = −0.771 μB. At μ = −0.60 eV it is a metal with 0.984 electrons per cell, m_A = 0.309 μB and m_B = −0.309 μB. The net moment is zero in both cases, by part (d).

In the metal the cancellation takes place between different regions of k space. Each quadrant with kx ky > 0 contributes −0.048 μB, and each quadrant with kx ky < 0 contributes +0.048 μB. The signs follow from part (c): where S > 0, the spin-up level of the lower band is higher and so less occupied. The upper bands start more than 1 eV above μ and are practically empty.


PART (f)

Question. A potential +V on A and −V on B, equal for both spins, is added with V = 0.05 eV. What happens to the nodal lines and to the net moment at the two chemical potentials of part (e)?

Answer. The potential adds V τz, so tz is replaced by tz + V in every band formula. The difference of squares becomes

R↓² − R↑² = 4Δ(tz + V).

The spin degeneracies move to tz = −V, or sin kx sin ky = −V/(4δ) = −0.25. They no longer lie on the mirror lines, because V is even in kx and the symmetry of part (d) is lost.

To find the sign of the moment in the metal, compare the spin-up level at (kx, ky) with the spin-down level at (−kx, ky), where tz has changed sign. Their squared radii are

R↑² = tx² + (Δ − tz − V)²,
R↓² = tx² + (Δ − tz + V)²,

and the second exceeds the first by 4V(Δ − tz). This is positive everywhere, because tz is at most 0.20 eV and Δ is 0.50 eV. In the lower band the spin-up level is therefore the higher of each such pair, and the less occupied. The net moment must be negative. The same mesh calculation at μ = −0.60 eV gives

M = −0.083 μB per cell,

with 0.992 electrons per cell.

In the insulator the outcome is different. The added matrix has eigenvalues ±V, so no level moves by more than 0.05 eV. The lower bands still end below −0.27 eV and the upper bands still begin above 0.45 eV, with μ = 0.10 eV between them. At zero temperature each spin has one full band, hence one electron per cell, and M = 0 by counting. At kT = 0.01 eV the nearest levels are more than 30 kT from μ, so any thermal correction is negligible.

A vanishing moment in the insulator therefore does not by itself reveal the symmetry between the sublattices. In the metal, where no such counting applies, symmetry ensures the cancellation. The glide is not the only operation that does so: the fourfold rotation (x, y) → (1/2 − y, x − 1/2) about the point (1/2, 0), combined with spin reversal, also maps H↑ onto H↓ and by itself gives M = 0. The potential V distinguishes A from B, so it breaks both operations, and a net moment appears.
